\section*{Free-electron filling of the gamma-brass Jones zone}

\section{Problem}

Gamma-brass has a body-centred cubic lattice with 52 atoms in its cubic cell of edge $a$. Its composition is taken as Cu$_5$Zn$_8$, with one conduction electron per Cu atom and two per Zn atom. Positions are measured in units of $a$ and wave vectors in units of $2\pi/a$, so a plane wave is $e^{2\pi i\mathbf k\cdot\mathbf r}$ and a reciprocal vector is a triple of integers $\mathbf G=(h,k,l)$. Braces, as in $\{330\}$, denote all permutations and sign changes of a triple.

A Jones zone is the region around $\mathbf k=0$ bounded by the planes on which the important energy gaps are assumed to open. It need not be the first Brillouin zone. Here the planes are those belonging to $\{330\}$ and $\{411\}$.

\begin{enumerate}
\item[(a)] Where in $\mathbf k$ space does a Fourier component $V_{\mathbf G}$ of the potential open a gap, and how large is it?
\item[(b)] Compare the lengths of the $\{330\}$ and $\{411\}$ vectors. Are there other vectors of this length? How many faces does the zone have?
\item[(c)] At how many electrons per atom does the free-electron sphere first touch the zone?
\item[(d)] How many electrons per atom fill the zone completely?
\item[(e)] Where does Cu$_5$Zn$_8$ lie between these fillings, and how much of its free-electron sphere is outside the zone?
\end{enumerate}

\section{Hints}

\begin{enumerate}
\item[(a)] Keep two plane waves, with wave vectors $\mathbf k$ and $\mathbf k-\mathbf G$, and ask when their kinetic energies agree.
\item[(b)] Write $G^2$ as a sum of three squares and begin with the largest one. To decide whether a plane supplies a real face, test the point $\mathbf G/2$ against all the other planes.
\item[(c)] In these units there is one orbital state per cell for each unit volume of $\mathbf k$ space.
\item[(d)] Cubic symmetry reduces the volume to the wedge $x\ge y\ge z\ge0$, where few planes matter.
\item[(e)] The part of a sphere beyond a plane is a cap. Before adding caps, check that they do not overlap.
\end{enumerate}

\section{Solution}

\subsection*{(a) The gap condition}

Let $\varepsilon_{\mathbf k}$ be the free-electron energy, proportional to $k^2$, and measure energies from the average potential. For a state with amplitudes $c_0$ on $\mathbf k$ and $c_1$ on $\mathbf k-\mathbf G$, the Schr\"odinger equation gives
\begin{align}
(\varepsilon_{\mathbf k}-E)c_0+V_{\mathbf G}c_1&=0,\\
V_{\mathbf G}^*c_0+(\varepsilon_{\mathbf k-\mathbf G}-E)c_1&=0 .
\end{align}
A nonzero solution requires a vanishing determinant, $(\varepsilon_{\mathbf k}-E)(\varepsilon_{\mathbf k-\mathbf G}-E)=|V_{\mathbf G}|^2$. The roots of this quadratic equation are
\begin{equation}
E_\pm=\frac{\varepsilon_{\mathbf k}+\varepsilon_{\mathbf k-\mathbf G}}2
\pm\sqrt{\left(\frac{\varepsilon_{\mathbf k}-\varepsilon_{\mathbf k-\mathbf G}}2\right)^2+|V_{\mathbf G}|^2}.
\label{eq:two}
\end{equation}
Their separation is smallest when the two free energies agree:
\begin{equation}
k^2=(\mathbf k-\mathbf G)^2=k^2-2\mathbf k\cdot\mathbf G+G^2
\quad\Longrightarrow\quad
\mathbf k\cdot\mathbf G=\frac{G^2}{2}.
\label{eq:plane}
\end{equation}
This is the plane that bisects $\mathbf G$ at right angles, at distance $|\mathbf G|/2$ from the origin. On it $E_\pm=\varepsilon_{\mathbf k}\pm|V_{\mathbf G}|$, so the gap is $2|V_{\mathbf G}|$.

The result holds for a weak potential when one pair $\pm\mathbf G$ is kept. Diagonalization with more plane waves, but still one such pair, supports it: for $|V_{\mathbf G}|$ equal to 0.02 of the free energy at the face centre, the gap is 0.0400 of that energy.

In the real crystal other waves may be degenerate at the same point. For example, the centre $(3/2,3/2,0)$ of the $(330)$ plane also lies on the plane of $(112)$, because $(3/2,3/2,0)\cdot(1,1,2)=3=6/2$. Treating the zone planes separately therefore assumes that the Fourier components of such shorter vectors are small.

\subsection*{(b) The vectors and the faces}

Both types have the same squared length:
\begin{equation}
3^2+3^2+0^2=18,\qquad 4^2+1^2+1^2=18 .
\end{equation}
To find every vector of this length, note that the largest of three squares adding to 18 is at least $18/3=6$, so it is 9 or 16. If it is 16, the remainder 2 must be $1+1$. If it is 9, the remainder 9 must be $9+0$, since neither $9-1=8$ nor $9-4=5$ is a square. There are no other types.

In $\{330\}$ the zero has three possible places and the other entries have four sign choices, giving 12 vectors. In $\{411\}$ the 4 has three places and there are eight sign choices, giving 24. All 36 are allowed by the body-centred lattice, which requires $h+k+l$ to be even: an atom at $\mathbf r$ and its copy at $\mathbf r+(\tfrac12,\tfrac12,\tfrac12)$ contribute with the common factor $1+e^{-i\pi(h+k+l)}$, which vanishes for an odd sum.

The zone is the set of points satisfying
\begin{equation}
\mathbf k\cdot\mathbf G\le 9\qquad\text{for all 36 vectors }\mathbf G .
\label{eq:zone}
\end{equation}
A plane could in principle be cut off by the others and supply no face. Take $\mathbf k=\mathbf G/2$, which lies on the plane of $\mathbf G$. For any different vector $\mathbf G'$ of the same length,
\begin{equation}
\mathbf k\cdot\mathbf G'=\tfrac12\mathbf G\cdot\mathbf G'<\tfrac12|\mathbf G||\mathbf G'|=9,
\end{equation}
because the two vectors do not have the same direction. The inequality is strict, so a small disc of the plane around $\mathbf G/2$ also satisfies every other condition. Each plane therefore supplies a face of finite area, and the zone has 36 faces.

Equal length matters here: it puts all the faces at the same distance from the origin,
\begin{equation}
\kappa_0=\frac{\sqrt{18}}2=2.1213 .
\end{equation}

\subsection*{(c) First contact}

In a periodic box of $L\times L\times L$ cells the allowed wave vectors are spaced by $1/L$ in each direction. There are $L^3$ of them per unit volume, or one per cell. With two spin states, a sphere of radius $\kappa$ holds
\begin{equation}
N=2\,\frac{4\pi}{3}\kappa^3=\frac{8\pi}{3}\kappa^3
\label{eq:count}
\end{equation}
electrons per cell. If $|\mathbf k|<\kappa_0$, then $\mathbf k\cdot\mathbf G<\kappa_0\sqrt{18}=9$, so a smaller sphere is wholly inside the zone. At $\kappa=\kappa_0$ the sphere reaches all 36 face centres together. Since $18^{3/2}=18\cdot3\sqrt2=54\sqrt2$,
\begin{equation}
N_0=\frac{8\pi}{3}\,\frac{18^{3/2}}{8}
=\frac{\pi}{3}\,54\sqrt2=18\sqrt2\,\pi=79.97 .
\end{equation}
Division by the number of atoms gives
\begin{equation}
\frac{N_0}{52}=\frac{9\sqrt2\,\pi}{26}=1.538,
\end{equation}
or 1.54 electrons per atom. The edge $a$ has cancelled: uniform compression enlarges the sphere and the zone in the same proportion. Counting the states in a finite box with $L=40$ gives 79.94 electrons per cell, 0.04\% below the formula. The difference arises because the allowed wave vectors are discrete at the surface of the sphere.

This is the first contact with this Jones zone, not with every bisecting plane. There are 140 nonzero allowed vectors with $G^2<18$. Their planes are closer to the origin, and the sphere has crossed them already.

\subsection*{(d) Capacity of the zone}

The six orders of the coordinate magnitudes and the eight sign choices divide space into 48 equivalent wedges. Take $x\ge y\ge z\ge0$. The strongest condition in \eqref{eq:zone} comes from the largest value of $\mathbf k\cdot\mathbf G$. All signs should then be positive, and the largest entries of $\mathbf G$ should multiply the largest coordinates. The remaining conditions are
\begin{equation}
4x+y+z\le9,\qquad 3x+3y\le9 .
\end{equation}
The difference of their left sides is
\begin{equation}
(4x+y+z)-(3x+3y)=x-2y+z .
\end{equation}
The first condition is therefore the stricter one for $x+z>2y$, and the second for $x+z<2y$. The dividing plane $x+z=2y$ contains the wedge edge along $(1,1,1)$ and cuts the side $z=0$ along $(2,1,0)$.

Each part is a tetrahedron with one vertex at the origin. Under the $\{411\}$ face, the other vertices are $(9/4,0,0)$, $(2,1,0)$ and $(3/2,3/2,3/2)$; each satisfies $4x+y+z=9$. The volume is one sixth of the determinant:
\begin{equation}
v_{411}=\frac16
\begin{vmatrix}9/4&0&0\\2&1&0\\3/2&3/2&3/2\end{vmatrix}
=\frac16\cdot\frac94\cdot\frac32=\frac9{16}.
\end{equation}
Under the $\{330\}$ face, the vertices are $(2,1,0)$, $(3/2,3/2,0)$ and $(3/2,3/2,3/2)$, all with $x+y=3$:
\begin{equation}
v_{330}=\frac16
\begin{vmatrix}2&1&0\\3/2&3/2&0\\3/2&3/2&3/2\end{vmatrix}
=\frac16\cdot\frac32\left(3-\frac32\right)=\frac38 .
\end{equation}
The zone volume is thus
\begin{equation}
48\left(\frac9{16}+\frac38\right)=48\cdot\frac{15}{16}=45 .
\end{equation}
Two spins give 90 electrons per cell, or $90/52=1.731$ per atom. A direct construction of the polyhedron from its 36 half-spaces gives the same volume. This capacity is a geometric count, not a set of filled bands. Only half of the integer triples are reciprocal vectors, so the first Brillouin zone has volume 2, and the Jones zone amounts to $45/2=22.5$ of them. Folded back into the first zone, it covers different points a different number of times. A full Jones zone is therefore not a whole number of full bands.

\subsection*{(e) Cu$_5$Zn$_8$}

One formula unit has 13 atoms and $5\cdot1+8\cdot2=21$ conduction electrons. The cell contains $52/13=4$ formula units, hence 84 electrons, and
\begin{equation}
\frac{N_0}{52}=1.538\;<\;\frac{21}{13}=1.615\;<\;\frac{90}{52}=1.731 .
\end{equation}
The alloy has 5.0\% more electrons than the contact filling. Solving \eqref{eq:count} for the radius gives
\begin{equation}
\kappa_F=\left(\frac{3\cdot84}{8\pi}\right)^{1/3}=2.1564,
\qquad
\frac{\kappa_F}{\kappa_0}=1.0165 .
\end{equation}
The radius exceeds the face distance by only 1.7\%, since it varies as the cube root of the filling.

The sphere extends beyond each face by $h=\kappa_F-\kappa_0=0.03503$. At distance $s$ from the origin the cross-section of the cap has area $\pi(\kappa_F^2-s^2)$, so its volume is
\begin{align}
v_{\rm cap}&=\int_{\kappa_F-h}^{\kappa_F}\pi(\kappa_F^2-s^2)\,ds\nonumber\\
&=\pi\left[\kappa_F^2h-\frac{\kappa_F^3-(\kappa_F-h)^3}{3}\right]\nonumber\\
&=\pi\left[\kappa_F^2h-\kappa_F^2h+\kappa_Fh^2-\frac{h^3}{3}\right]
=\pi h^2\left(\kappa_F-\frac h3\right).
\label{eq:cap}
\end{align}

The caps may be added if they are disjoint. Seen from the origin, each has half-angle $\arccos(\kappa_0/\kappa_F)=10.34^\circ$. The smallest angle between face normals belongs to the largest scalar product of two different $\mathbf G$. Two $\{330\}$ vectors give at most 9, and a mixed pair at most $12+3=15$. Two $\{411\}$ vectors give at most $4+4+1=9$ if their 4s are in different places, but $(4,1,1)\cdot(4,1,-1)=16$. The smallest angle is therefore $\arccos(16/18)=27.27^\circ$. This exceeds twice the half-angle, $20.68^\circ$, so no caps overlap.

With 36 caps and two spins,
\begin{equation}
N_{\rm out}=72\,v_{\rm cap}=72(0.008270)=0.595
\end{equation}
electrons per cell are outside the zone, or 0.71\% of the 84. The other 83.40 are inside, leaving $90-83.40=6.60$ empty states per cell. These fill the parts of the zone beyond the sphere, around its edges and corners.

The small spill-over also follows from an expansion near contact. Let $\delta=N/N_0-1$. Then $\kappa_F=\kappa_0(1+\delta)^{1/3}$, so $h\simeq\kappa_0\delta/3$. To leading order \eqref{eq:cap} gives
\begin{equation}
N_{\rm out}\simeq72\pi\kappa_0\left(\frac{\kappa_0\delta}{3}\right)^2
=8\pi\kappa_0^3\delta^2=3N_0\delta^2 ,
\end{equation}
where $N_0=8\pi\kappa_0^3/3$ was used. For $\delta=0.0504$ this is $3(79.97)(0.0504)^2=0.61$, close to the full result. Just above contact, the number outside grows as the square of the excess filling.

These occupations belong to the unperturbed sphere. In the two-wave model, \eqref{eq:two} lowers the state on the inner side of a face and raises its partner, which lies just outside the opposite face. This favours moving electrons from the caps into empty states inside, but the amount depends on the gaps.

The contact value 1.54 is therefore not a prediction of $21/13$. It marks where the sphere reaches the planes; for vanishing gaps, nothing special happens to the energy there. To find the most stable filling one must compare the energies of competing structures, with their actual potentials. The geometry shows only that Cu$_5$Zn$_8$ lies slightly above free-sphere contact and below a full zone.

\section{Two variations}

\subsection*{Variation 1: does equal length imply equal gaps?}

Suppose all atoms have the same spherical potential. Then $V_{\mathbf G}$ is a factor depending only on $|\mathbf G|$ times
\begin{equation}
S(\mathbf G)=\sum_j e^{-2\pi i\mathbf G\cdot\mathbf r_j},
\end{equation}
summed over the cell. For the two types of zone plane the first factor is equal, so the ratio of two-wave gaps is the ratio of $|S|$.

Consider an ideal 52-atom arrangement: a $3\times3\times3$ block of small body-centred cells, without the atoms at $(0,0,0)$ and $(\tfrac12,\tfrac12,\tfrac12)$. For the complete 54-atom block,
\begin{equation}
S_{54}=\left(1+e^{-i\pi(h+k+l)/3}\right)
\sum_{p,q,r=0}^{2}e^{-2\pi i(hp+kq+lr)/3}.
\end{equation}
The triple sum is 27 if $h,k,l$ are all multiples of 3, and zero otherwise. For $\{330\}$ the bracket is 2, so $S_{54}=54$; for $\{411\}$, $S_{54}=0$. Each missing atom removes 1, because $h+k+l$ is even. Hence
\begin{equation}
S(330)=52,\qquad S(411)=-2 .
\end{equation}
The two-wave $\{411\}$ gap is only $2/52$, about 4\%, of the two-wave $\{330\}$ gap. All 140 shorter allowed vectors also have $|S|=2$. Some of them couple further waves of equal free energy at the $\{411\}$ face centres. At $(2,\tfrac12,\tfrac12)$, for example, the vector $(2,-1,-1)$ brings in the wave $(0,\tfrac32,\tfrac32)$. The actual splitting there therefore need not equal the two-wave gap. Equal length explains the simultaneous contact, but not why both types should be important.

\subsection*{Variation 2: move atoms towards the vacancies}

Four neighbours of the vacancy at the origin are at $x(1,1,1)$, $x(1,-1,-1)$, $x(-1,1,-1)$ and $x(-1,-1,1)$, with $x=1/6$. Move them to $x=1/8$, and do the same around the central vacancy. This is an illustrative displacement, not the measured structure.

For $\mathbf G=(4,1,1)$, the four products $\mathbf G\cdot\mathbf r$ are $6x$, $2x$, $-4x$ and $-4x$. Including the body-centred copies, these eight atoms contribute
\begin{equation}
T(x)=2\left(e^{-12\pi ix}+e^{-4\pi ix}+2e^{8\pi ix}\right).
\end{equation}
At the two positions,
\begin{align}
T(1/6)&=2\left(1+3e^{-2\pi i/3}\right)=-1-3\sqrt3\,i,\\
T(1/8)&=2(i-i-2)=-4 .
\end{align}
Replacing the old contribution by the new one gives
\begin{equation}
S(411)=-2-T(1/6)+T(1/8)=-5+3\sqrt3\,i,
\end{equation}
so $|S(411)|=\sqrt{25+27}=7.21$. For $(330)$ the products are $6x,0,0,-6x$, and the contribution is $4+4\cos(12\pi x)$. It falls from 8 to 4, giving $S(330)=52-8+4=48$.

The ratio of two-wave gaps rises from about 0.04 to $7.21/48=0.15$. This displacement thus makes the $\{411\}$ structure factor considerably larger. It also raises some shorter ones. For $(400)$ the products are $4x,4x,-4x,-4x$, so the contribution $8\cos(8\pi x)$ goes from $-4$ to $-8$ and $S(400)=-2+4-8=-6$, close in size to $S(411)$. The calculation does not show that the $\{411\}$ planes dominate the shorter planes in real Cu$_5$Zn$_8$; that requires the actual positions and the different potentials of Cu and Zn. The numerical output lists the structure factors and the zone data.

\section*{Calculated quantities}
\begin{verbatim}
Wave vectors in 2pi/a; volumes in (2pi/a)^3
{330} planes: 12; {411} planes: 24
faces: 36; vertices: 38
allowed nonzero G with G^2 < 18: 140
distance of every face: 2.12132
contact, formula: 79.9719 electrons/cell
contact, counted states: 79.9418 electrons/cell
contact: 1.5379 electrons/atom
wedge tetrahedron under {411}: 0.5625
wedge tetrahedron under {330}: 0.3750
zone volume, wedge: 45.0000
zone volume, half-spaces: 45.0000
zone volume, angular quadrature: 45.0000
zone capacity: 90.0000 electrons/cell
zone capacity: 1.7308 electrons/atom
Cu5Zn8: 84.0000 electrons/cell
Cu5Zn8: 1.6154 electrons/atom
Cu5Zn8 filling / contact filling: 1.0504
sphere radius at Cu5Zn8: 2.15635
sphere radius / face distance: 1.01652
cap height: 0.03503
volume of one cap: 0.008270
cap half-angle: 10.34 degrees
smallest angle between normals: 27.27 degrees
electrons outside, caps: 0.5954 per cell
electrons outside, quadrature: 0.5954 per cell
electrons inside zone: 83.4046 per cell
fraction outside: 0.709 percent
empty states inside: 6.5954 per cell
|S| at x=1/6, {330}: 52.0000
|S| at x=1/6, {411}: 2.0000
|S| at x=1/6, all shorter allowed G: 2.0000
|S| at x=1/8, {330}: 48.0000
|S| at x=1/8, {411}: 7.2111
test V: 0.0200 of free face-centre energy
diagonalized gap: 0.040000 of free face-centre energy
\end{verbatim}
